# McConnell's Relation for a C–H Bond from Sigma–Pi Exchange, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the contact interaction to a linear law

A planar radical has a carbon atom with a hydrogen atom bonded to it in the molecular plane. Two electrons form the C–H bond. A third, unpaired electron occupies a pi orbital, which has a node in the plane where the proton lies. Yet the electron resonance spectrum of such a radical shows a splitting by the proton. The problem is to find how the splitting arises and what fixes its sign and size.

**The model.** The nuclei are fixed and the fragment is planar. The carbon pi orbital $p$ is real and odd under reflection in the plane. The bond electrons have two real, orthonormal sigma orbitals $\phi_1,\phi_2$, both even under this reflection; they span the same space as a carbon hybrid $h$ and a hydrogen 1s function $s$. Other electrons enter as a fixed background. The proton is at $\mathbf R$.

Gaussian units are used. Spins $\mathbf s$, $\mathbf S$ and $\mathbf I$ are dimensionless, with $\hbar$ taken out, and $\mu_B=e\hbar/2mc$. Two-electron integrals contain the factor $e^2$:

$$(ab|cd)=\iint a(\mathbf r_1)b(\mathbf r_1)\frac{e^2}{r_{12}}c(\mathbf r_2)d(\mathbf r_2)\,d^3r_1d^3r_2 .$$

### (a) The coupling constant

**Question.** Express the isotropic coupling constant $a$, defined by the spin Hamiltonian $a\,\mathbf S\cdot\mathbf I$ with $S=\tfrac12$, through an electronic expectation value. What do the pi electron and an undisturbed bond pair contribute?

**Solution.** The proton has the magnetic moment $\boldsymbol\mu_I=g_N\mu_N\mathbf I$. To find the field inside it, regard it as a small uniformly magnetized sphere of radius $b$. The interior field is $2\boldsymbol\mu_I/b^3$. Its integral over the sphere is

$$\frac{2\boldsymbol\mu_I}{b^3}\,\frac{4\pi b^3}{3}=\frac{8\pi}{3}\boldsymbol\mu_I ,$$

which does not depend on $b$. For $b\to0$ the interior field therefore acts as $\tfrac{8\pi}{3}\boldsymbol\mu_I\,\delta(\mathbf r-\mathbf R)$. The exterior dipole field gives the anisotropic, traceless part of the coupling, which does not enter $a$.

An electron has the moment $-g\mu_B\mathbf s$, and its energy in a field $\mathbf B$ is $+g\mu_B\mathbf s\cdot\mathbf B$. Hence

$$H_c=C\sum_n\delta(\mathbf r_n-\mathbf R)\,\mathbf s_n\cdot\mathbf I,\qquad C=\frac{8\pi}{3}g\mu_Bg_N\mu_N>0 .$$

Within the two states of an electronic doublet, any operator that transforms as a vector under rotations of the electron spins is proportional to $\mathbf S$ (the Wigner–Eckart theorem). The contact operator is of this kind, since it is a sum of spins $\mathbf s_n$ multiplied by spin-free factors. The operator $C\sum_n\delta(\mathbf r_n-\mathbf R)\mathbf s_n$ can thus be replaced by $a\mathbf S$. Taking the $z$ component in the state with $M=\tfrac12$ gives $a/2=C\langle\sum_n\delta(\mathbf r_n-\mathbf R)s_{nz}\rangle$, so

$$a=C\,\rho_s(\mathbf R),\qquad \rho_s(\mathbf R)=\Big\langle\sum_n2s_{nz}\,\delta(\mathbf r_n-\mathbf R)\Big\rangle .$$

The quantity $\rho_s(\mathbf R)$ is the density of up-spin electrons minus that of down-spin electrons at the proton. Here $a$ is an energy; division by $2\pi\hbar$ gives a frequency.

An odd function vanishes in the plane, so $p(\mathbf R)=0$ and the pi electron contributes nothing directly. An undisturbed singlet bond pair has equal up-spin and down-spin densities everywhere, and its contribution is zero too. A coupling requires that the pi electron disturb the spin balance of the bond.

### (b) The part of the repulsion that depends on spin

**Question.** Find the exchange interaction between the bond electrons and the orbital $p$ in terms of spin operators.

**Solution.** Let $a^\dagger_{i\mu}$ create an electron in sigma orbital $i$ with spin $\mu$, and $p^\dagger_\mu$ one in $p$. The Coulomb repulsion is

$$\frac12\sum_{abcd}(ab|cd)\sum_{\mu\nu}a^\dagger_{a\mu}a^\dagger_{c\nu}a_{d\nu}a_{b\mu}.$$

By reflection symmetry, an integral with an odd number of factors $p$ vanishes. Integrals with two factors $p$ are of two kinds. Those of the kind $(ij|pp)$ describe the Coulomb repulsion of charge densities and contain no spin dependence. The others all have the value

$$K_{ij}=(\phi_ip|p\phi_j).$$

This value arises from four placements of the orbitals. The placements $(ip|jp)$ and $(pi|pj)$ transfer two electrons between $p$ and the bond. In the three-electron fragment they have no effect on the state of interest: it is odd under reflection, so $p$ holds an odd number of electrons, which can only be one. Removing two electrons from $p$ or adding two is then impossible. For larger pi systems these terms are considered in part (d).

The placements $(ip|pj)$ and $(pi|jp)$ keep the occupation of $p$. After renaming the summation indices they are equal, which cancels the factor $\tfrac12$:

$$H_x=\sum_{ij}K_{ij}\sum_{\mu\nu}a^\dagger_{i\mu}p^\dagger_\nu a_{j\nu}p_\mu
=-\sum_{ij}K_{ij}\sum_{\mu\nu}a^\dagger_{i\mu}a_{j\nu}\,p^\dagger_\nu p_\mu .$$

The minus sign comes from moving $a_{j\nu}$ to the left past $p^\dagger_\nu$; operators of different orbitals anticommute.

Now write $A_{\mu\nu}=a^\dagger_{i\mu}a_{j\nu}$ and $P_{\nu\mu}=p^\dagger_\nu p_\mu$. The spin sum has four terms. The two with equal spins are

$$A_{\uparrow\uparrow}P_{\uparrow\uparrow}+A_{\downarrow\downarrow}P_{\downarrow\downarrow}
=\tfrac12(A_{\uparrow\uparrow}+A_{\downarrow\downarrow})(P_{\uparrow\uparrow}+P_{\downarrow\downarrow})
+\tfrac12(A_{\uparrow\uparrow}-A_{\downarrow\downarrow})(P_{\uparrow\uparrow}-P_{\downarrow\downarrow}).$$

Define $E_{ij}=A_{\uparrow\uparrow}+A_{\downarrow\downarrow}$, $n_p=P_{\uparrow\uparrow}+P_{\downarrow\downarrow}$, $s^z_{ij}=\tfrac12(A_{\uparrow\uparrow}-A_{\downarrow\downarrow})$, and $S_{pz}$ likewise for $p$. The right side is then $\tfrac12E_{ij}n_p+2s^z_{ij}S_{pz}$. With $s^+_{ij}=A_{\uparrow\downarrow}$ and $s^-_{ij}=A_{\downarrow\uparrow}$, the two remaining terms are

$$A_{\uparrow\downarrow}P_{\downarrow\uparrow}+A_{\downarrow\uparrow}P_{\uparrow\downarrow}
=s^+_{ij}S_p^-+s^-_{ij}S_p^+=2(s^x_{ij}S_{px}+s^y_{ij}S_{py}).$$

Together,

$$H_x=-\sum_{ij}K_{ij}\left(\tfrac12E_{ij}n_p+2\,\mathbf s_{ij}\cdot\mathbf S_p\right).$$

In the language of individual electrons, $\sum_{ij}K_{ij}\mathbf s_{ij}=\sum_n\hat K(n)\mathbf s_n$, where $n$ runs over the bond electrons and $\hat K$ is the one-electron operator with matrix elements $K_{ij}$. For positive diagonal elements the energy is lowered by parallel spins. Because $\hat K$ depends on position, it acts with different strength at the two ends of the bond.

### (c) How a position-dependent spin term acts on the bond

**Question.** The bond pair is in its singlet ground state, which may be correlated. Let $\hat k$ be any real symmetric one-electron operator. To which states does $\sum_n\hat k(n)s_{nz}$ lead, and with what amplitude?

**Solution.** The spatial function of a singlet pair is symmetric, $\psi_S=\sum_{ij}C_{ij}\phi_i(1)\phi_j(2)$ with a symmetric matrix $C$, which can be taken real. A rotation of the two orbitals makes $C$ diagonal. Call the rotated, or natural, orbitals $\sigma$ and $\sigma^*$, numbered 1 and 2. Then

$$\psi_S=c_1\,\sigma(1)\sigma(2)+c_2\,\sigma^*(1)\sigma^*(2),\qquad c_1^2+c_2^2=1 .$$

This form covers every singlet pair in two orbitals, including the single determinant $c_2=0$. A triplet needs an antisymmetric spatial function, and two orbitals provide one, apart from its sign:

$$\psi_T=\frac{1}{\sqrt2}\left[\sigma(1)\sigma^*(2)-\sigma^*(1)\sigma(2)\right].$$

The spin functions with zero projection are $\chi_S=(\alpha\beta-\beta\alpha)/\sqrt2$ and $\chi_0=(\alpha\beta+\beta\alpha)/\sqrt2$. Direct application gives

$$s_{1z}\chi_S=\tfrac12\chi_0,\qquad s_{2z}\chi_S=-\tfrac12\chi_0 .$$

The operator therefore leads from the singlet to the triplet component $T_0=\psi_T\chi_0$ and to no singlet. The amplitude is

$$\Big\langle T_0\Big|\sum_n\hat k(n)s_{nz}\Big|S\Big\rangle=\tfrac12\langle\psi_T|\hat k(1)-\hat k(2)|\psi_S\rangle=\langle\psi_T|\hat k(1)|\psi_S\rangle .$$

The last equality holds because interchange of the electron labels reverses $\psi_T$ and leaves $\psi_S$ unchanged, so that the element of $\hat k(2)$ is minus that of $\hat k(1)$.

In the remaining element, electron 2 is a spectator. The term $\sigma(1)\sigma^*(2)$ of $\psi_T$ overlaps with the part of $\psi_S$ in which electron 2 is in $\sigma^*$ and gives $c_2\langle\sigma|\hat k|\sigma^*\rangle$. The term $\sigma^*(1)\sigma(2)$ gives $c_1\langle\sigma^*|\hat k|\sigma\rangle$ and carries a minus sign. With $k_{12}=\langle\sigma|\hat k|\sigma^*\rangle$,

$$\Big\langle T_0\Big|\sum_n\hat k(n)s_{nz}\Big|S\Big\rangle=-\frac{c_1-c_2}{\sqrt2}\,k_{12}.$$

If $\hat k$ is a constant, $k_{12}=0$ by orthogonality. A uniform spin field cannot polarize a singlet pair; the operator must connect $\sigma$ with $\sigma^*$. For an even bond, whose natural orbitals are the sum and difference of two orthogonal sites, $k_{12}$ is half the difference of the diagonal elements of $\hat k$ on the two sites, so there a difference between the ends of the bond is needed.

### (d) The spin density at the proton

**Question.** Let the pi system be in a doublet state with spin density $\rho=\langle2S_{pz}\rangle$ in $p$ for $M=\tfrac12$. Find $a$ to first order in the sigma–pi exchange. Does the energy needed to excite the pi system enter?

**Solution.** The unperturbed Hamiltonian is a bond part plus a pi part. The Coulomb field of the pi charge on the bond is included in the bond part. If $p$ is the sole pi orbital, it holds one electron and this field is a fixed one-electron potential. If the pi electron also visits other atoms, the field is replaced by its mean value; this is an added assumption.

The unperturbed state is $|0\rangle=|S\rangle|\Pi\rangle$, where $|\Pi\rangle$ is the pi state with $M=\tfrac12$. Denote by $\Delta_T$ the energy of the bond triplet above the bond singlet. The contact operator is $D=\sum_n2s_{nz}\delta(\mathbf r_n-\mathbf R)$. Its expectation value in $|0\rangle$ is zero by part (a). With real matrix elements, the first-order change is

$$\rho_s(\mathbf R)=-2\sum_{m\neq0}\frac{\langle0|D|m\rangle\langle m|V|0\rangle}{E_m-E_0},$$

where $V$ is the exchange interaction, with the pair-transfer terms included.

The operator $D$ acts on the bond electrons alone. By part (c) it connects $|0\rangle$ with $|T_0\rangle|\Pi\rangle$, in which the pi state is unchanged. That is the one intermediate state in the sum, and its excitation energy is $\Delta_T$. Excited pi states may well be admixed by $V$, but they do not contribute to the contact density at this order, and their energies do not appear.

The contact element follows from part (c) with $\hat k=\delta(\mathbf r-\mathbf R)$, for which $k_{12}=\sigma(\mathbf R)\sigma^*(\mathbf R)$:

$$\langle0|D|T_0\Pi\rangle=-\sqrt2\,(c_1-c_2)\,\sigma(\mathbf R)\sigma^*(\mathbf R).$$

Next consider $\langle T_0\Pi|V|0\rangle$:

- The spin-free term $\tfrac12E_{ij}n_p$ cannot turn a bond singlet into a triplet.
- The pair-transfer terms change the number of bond electrons and give zero.
- The $x$ and $y$ components of $\mathbf s_{ij}$ lead to triplet components with projection $\pm1$, orthogonal to $T_0$.

The $z$ component remains. With $K_{12}=(\sigma p|p\sigma^*)$,

$$\langle T_0\Pi|V|0\rangle=-2\left(-\frac{c_1-c_2}{\sqrt2}K_{12}\right)\frac{\rho}{2}=\frac{c_1-c_2}{\sqrt2}K_{12}\,\rho .$$

Inserting both elements, the factors $\sqrt2$ cancel and the two minus signs combine to a plus:

$$\rho_s(\mathbf R)=\frac{2\kappa K_{12}\,\sigma(\mathbf R)\sigma^*(\mathbf R)}{\Delta_T}\,\rho,\qquad\kappa=(c_1-c_2)^2 .$$

Multiplication by $C$ gives McConnell's relation,

$$a=Q\rho,\qquad Q=\frac{8\pi}{3}g\mu_Bg_N\mu_N\,\frac{2\kappa K_{12}\,\sigma(\mathbf R)\sigma^*(\mathbf R)}{\Delta_T}.$$

The constant $Q$ belongs to the bond and its exchange with $p$; the rest of the pi system enters through $\rho$. For one pi electron in the orbital $c_Cp+c_Xq$, with $q$ on a neighbouring atom, $\rho=c_C^2$, and the fragment still has three electrons. With several pi electrons, $\rho$ can be negative, and the derivation is unchanged.

## Second half: sign, size and limits of the constant

The second half uses these symbols and results. The bond pair has natural orbitals $\sigma,\sigma^*$ with amplitudes $c_1,c_2$, and its triplet lies $\Delta_T$ above its singlet. The carbon pi orbital $p$ carries the spin density $\rho$. The exchange interaction is $H_x=-\sum_{ij}K_{ij}(\tfrac12E_{ij}n_p+2\mathbf s_{ij}\cdot\mathbf S_p)$, where $E_{ij}$ is the spin-summed transfer operator, $n_p$ the occupation of $p$, and $K_{ij}=(\phi_ip|p\phi_j)$. To first order in it, $a=Q\rho$ with

$$Q=C\,\frac{2\kappa K_{12}\,\sigma(\mathbf R)\sigma^*(\mathbf R)}{\Delta_T},\qquad \kappa=(c_1-c_2)^2,\qquad C=\frac{8\pi}{3}g\mu_Bg_N\mu_N .$$

For any one-electron operator $\hat k$, the same derivation gives the spin expectation value $\langle\sum_n2s_{nz}\hat k(n)\rangle=2\kappa K_{12}k_{12}\rho/\Delta_T$ of the bond electrons, where $k_{12}=\langle\sigma|\hat k|\sigma^*\rangle$.

### (e) The sign of Q

**Question.** Take an even bond, in which the natural orbitals are the normalized sum and difference of $h$ and $s$, with overlap $S=\langle h|s\rangle$. Express $Q$ through quantities of the two atomic functions. Under what conditions is it negative?

To first order in the sigma–pi exchange, the coupling constant is $a=Q\rho$, with $Q$ determined by the bond and its exchange with $p$. It remains to answer the question just posed about the sign of $Q$, and then to find its size and the limits of the linear law.
